\section*{Heat Spreading in a Layer and the 45 Degree Rule}

\section{The rule as a formula}

\textbf{Q.} Heat entering a layer from a small source spreads at 45 degrees. I have a disc source of radius $a=0.5$ mm carrying $P=10$ W, on a layer of thickness $t=0.5$ mm and conductivity $k_1=150$ W/(m\,K), with the underside held at a fixed temperature. I draw the cone and read off the temperature rise. What could be wrong with that?

\textbf{A.} Let us first write down what the drawing computes. At depth $z$ the cone has radius $a+gz$, with $g=\tan\theta$, and the rule treats each slice as a uniform one-dimensional resistor. With $b=a+gt$ the radius at the base,
\begin{equation}
R_{\rm cone}=\int_0^t\frac{dz}{\pi k_1(a+gz)^2}
=\frac{1}{\pi k_1 g}\left(\frac1a-\frac1b\right)
=\frac{b-a}{\pi k_1 g\,ab}=\frac{t}{\pi k_1ab},
\label{cone}
\end{equation}
because $b-a=gt$. At 45 degrees $b=1$ mm, so $R_{\rm cone}=1/(\pi\times150\times10^{-3})=2.12$ K/W and your rise is 21.2 K. The angle is an input here. To test it we need the true resistance.

\textbf{Q.} How do you get that without assuming an angle?

\textbf{A.} By solving the steady heat equation. I take a laterally infinite, isotropic layer, a uniform flux $q=P/(\pi a^2)$ over the disc, and no heat loss from the rest of the top. Let $T$ be the temperature above the reference, and write $T(r,z)=\int_0^\infty A(\lambda,z)J_0(\lambda r)\lambda\,d\lambda$. Laplace's equation gives $A''=\lambda^2A$. The transform of the source flux is
\begin{equation}
F(\lambda)=q\int_0^a rJ_0(\lambda r)\,dr=\frac{qa}{\lambda}J_1(\lambda a).
\end{equation}
The condition $-k_1A'(0)=F$ fixes the odd part of the solution:
\begin{equation}
A(z)=A_0\cosh\lambda z-\frac{F}{k_1\lambda}\sinh\lambda z .
\end{equation}
Describe whatever lies below by an impedance $Z_b$, the ratio of temperature to downward flux at $z=t$. Then $A(t)=-Z_bk_1A'(t)$, or
\begin{equation}
A_0\cosh\lambda t-\frac{F\sinh\lambda t}{k_1\lambda}
=Z_b\left(F\cosh\lambda t-k_1\lambda A_0\sinh\lambda t\right).
\end{equation}
Collecting $A_0$ and dividing by $\cosh\lambda t$ gives the surface impedance
\begin{equation}
Z=\frac{A_0}{F}=\frac{1}{k_1\lambda}\,
\frac{k_1\lambda Z_b+\tanh\lambda t}{1+k_1\lambda Z_b\tanh\lambda t}.
\label{Z}
\end{equation}
An isothermal base has $Z_b=0$ and a film with coefficient $h$ has $Z_b=1/h$. In a half-space of conductivity $k_2$ the temperature decays as $e^{-\lambda z}$, so $Z_b=1/(k_2\lambda)$.

The average of $J_0(\lambda r)$ over the disc is $2J_1(\lambda a)/(\lambda a)$. The mean source temperature divided by $P$ is therefore
\begin{equation}
R=\frac1P\int_0^\infty FZ\,\frac{2J_1(\lambda a)}{\lambda a}\,\lambda\,d\lambda
=\frac{2}{\pi a^2}\int_0^\infty J_1^2(\lambda a)\,Z\,\frac{d\lambda}{\lambda}.
\label{R}
\end{equation}
For a uniform half-space $Z=1/(k\lambda)$, and the standard integral $\int_0^\infty J_1^2(x)x^{-2}dx=4/(3\pi)$ gives $R=8/(3\pi^2ka)$.

\section{Fitting the angle}

\textbf{Q.} And where is the angle in that?

\textbf{A.} Nowhere, so we define one: the apparent angle $\theta$ is the value that makes the cone rule return the true $R$. Below the layer the rule adds nothing for an isothermal base, $1/(\pi hb^2)$ for a film, and $8/(3\pi^2k_2b)$ for a half-space.

One such angle exists in each case. The cone total falls steadily from its straight-column value at $g=0$ to zero as $g\to\infty$. The true $R$ lies between these, since with $\sigma=k_1\lambda Z_b$
\begin{equation}
k_1\lambda Z=\frac{\sigma+\tanh\lambda t}{1+\sigma\tanh\lambda t}
\le\sigma+\tanh\lambda t\le\sigma+\lambda t ,
\end{equation}
so $Z\le Z_b+t/k_1$, which is the impedance of a layer without sideways conduction. A fitted angle thus carries no more information than the resistance it was fitted to.

\textbf{Q.} Fine. For my isothermal base, is it 45 degrees?

\textbf{A.} Put $s=t/a$, $x=\lambda a$ and $I=\pi k_1aR$. Equation (\ref{cone}) gives $b=t/(\pi k_1aR)=t/I$, hence
\begin{equation}
\tan\theta=\frac{b-a}{t}=\frac1I-\frac1s,\qquad
I(s)=2\int_0^\infty\frac{J_1^2(x)}{x^2}\tanh(xs)\,dx .
\label{iso}
\end{equation}
The angle depends on $t/a$ alone. For your $t=a$ it is 39.8 degrees. The true mean rise is 23.1 K, so the rule's 21.2 K is 8\% below the true value.

\textbf{Q.} That is close. Surely a thin or a thick layer brings it to 45?

\textbf{A.} Take the thick layer first. As $s\to\infty$ the integral tends to $8/(3\pi)$. The correction comes from small $x$, where $J_1^2/x^2\to1/4$, and $\int_0^\infty(1-\tanh xs)\,dx=\ln2/s$. So $I\simeq8/(3\pi)-\ln2/(2s)$ and
\begin{equation}
\tan\theta\simeq\frac{3\pi}{8}-\frac1s\left[1-\left(\frac{3\pi}{8}\right)^2\frac{\ln2}{2}\right].
\end{equation}
The bracket is positive, so the angle approaches $\arctan(3\pi/8)=49.7$ degrees from below.

For a thin layer, use $\int_0^\infty J_1^2(x)x^{-1}dx=1/2$ to separate the column value $s$, then set $u=xs$:
\begin{equation}
I=s-2s\int_0^\infty J_1^2(u/s)\,\frac{u-\tanh u}{u^2}\,du .
\end{equation}
As $s\to0$ the argument $u/s$ is large, and $J_1^2(u/s)$ averages to $s/(\pi u)$. The remaining integral follows from $\tanh u/u=\sum_n2/(u^2+p_n^2)$ with $p_n=(n-\frac12)\pi$, $n\ge1$. At $u=0$ this says $\sum_n2/p_n^2=1$, so
\begin{equation}
\int_0^\infty\frac{u-\tanh u}{u^3}\,du
=\sum_n\int_0^\infty\frac{2\,du}{p_n^2(u^2+p_n^2)}
=\sum_n\frac{\pi}{p_n^3}=\frac{7\zeta(3)}{\pi^2},
\end{equation}
where the last step uses $\sum_n(2n-1)^{-3}=\frac78\zeta(3)$. Therefore $I\simeq s-cs^2$ with $c=14\zeta(3)/\pi^3=0.543$, and
\begin{equation}
\tan\theta\simeq\frac{1}{s(1-cs)}-\frac1s\;\longrightarrow\;c ,
\end{equation}
which is 28.5 degrees. The relative gain over a straight column, $ct/a$, is a rim effect: it scales as perimeter times thickness over source area. On a grid of ratios from 0.01 to 100 the angle rises steadily with $t/a$; it passes 45 degrees at $t/a=2.48$.

\section{A case where 45 degrees is right}

\textbf{Q.} Then is there no situation in which my rule holds?

\textbf{A.} Besides single crossings such as the one at $t/a=2.48$, there is a case where it holds at every depth, if you ask for the centre temperature instead of the mean. On a uniform half-space a surface point source $dP$ gives $dP/(2\pi kr)$ at distance $r$. Summing rings,
\begin{equation}
T(0)=\int_0^a\frac{q\,2\pi r\,dr}{2\pi kr}=\frac{qa}{k},\qquad
R_{\rm c}=\frac{1}{\pi ka}.
\end{equation}
Now cut this half-space at any depth $t$ and apply the cone rule to the upper part, followed by a disc of radius $b$ on the rest:
\begin{equation}
\frac{t}{\pi kab}+\frac{1}{\pi kb}=\frac{t+a}{\pi kab}=\frac{1}{\pi ka}
\quad\Longrightarrow\quad b=a+t .
\end{equation}
That is 45 degrees at every $t$. With mean temperatures the same cut gives
\begin{equation}
\frac{t}{\pi kab}+\frac{8}{3\pi^2kb}=\frac{8}{3\pi^2ka}
\quad\Longrightarrow\quad b=a+\frac{3\pi}{8}\,t ,
\end{equation}
on multiplying by $3\pi^2kab/8$. The angle is then 49.7 degrees, again at every $t$. Even in a uniform solid the answer depends on which temperature you want.

\textbf{Q.} I care about the peak. May I keep 45 degrees for my layer?

\textbf{A.} Over an isothermal base, only if the layer is much thicker than the source radius, and yours is not. At $t/a=0.1$, 1 and 10 the angle fitted to the centre temperature is 0.0, 25.4 and 43.1 degrees. In a thin layer the disturbance from the rim dies out sideways at least as fast as its slowest mode, $\cos(\pi z/2t)$, which decays over a length of about $2t/\pi$. The centre of a wide source does not feel the rim, and its heat goes straight down. In your example the centre rises by 28.8 K, and the rule's 21.2 K is 26\% below that. For thick layers the centre angle approaches 45 degrees from below, and the rule's peak rise is 6\% low at $t/a=10$ and under 1\% low at $t/a=100$.

\section{What lies underneath}

\textbf{Q.} My real layer sits on another solid. Does that change much?

\textbf{A.} It can change everything. For a half-space below and $t=a$, the mean-temperature angles are:
\begin{center}
\begin{tabular}{lccccc}
$k_2/k_1$ & 0.01 & 0.1 & 1 & 10 & 100\\
$\theta$ (deg) & 88.1 & 78.1 & 49.7 & 40.4 & 39.9
\end{tabular}
\end{center}
A good conductor below brings back the isothermal value, 39.8 degrees. A poor one makes the layer a heat spreader. At $k_2=0.1k_1$ the rule gives
\begin{equation}
2.12+\frac{8}{3\pi^2\times15\times10^{-3}}=2.12+18.01=20.1\ \mbox{K/W},
\end{equation}
or 201 K for 10 W, while the true mean rise is 70 K.

\textbf{Q.} And if the underside is cooled by a fluid?

\textbf{A.} For weak cooling, $ht/k_1\ll1$, and a source wide compared with $t$, the wavenumbers that matter have $\lambda t\ll1$. Then $\tanh\lambda t\simeq\lambda t$, and (\ref{Z}) becomes
\begin{equation}
Z\simeq\frac{1}{h+k_1t\lambda^2}=\frac{1}{h(1+\lambda^2L^2)},\qquad
L=\sqrt{\frac{k_1t}{h}} .
\end{equation}
The length $L$ is how far heat runs sideways before it leaves. In (\ref{R}) split
\begin{equation}
\frac{1}{\lambda(1+\lambda^2L^2)}=\frac1\lambda-\frac{\lambda}{\lambda^2+L^{-2}} .
\end{equation}
The first term integrates to $1/2$ and the second, a standard integral, to $I_1(a/L)K_1(a/L)$, with $I_1$ and $K_1$ modified Bessel functions. Hence
\begin{equation}
R\simeq\frac{1-2I_1(a/L)K_1(a/L)}{\pi a^2h}.
\label{fin}
\end{equation}
For $a=5$ mm and $h=1000$ W/(m$^2$\,K) this gives 2.22 K/W against 2.24 K/W from the full integral.

For $t\ll a\ll L$ the small-argument series of the Bessel functions turn (\ref{fin}) into
\begin{equation}
R\simeq\frac{1}{2\pi k_1t}\left[\ln\frac{2L}{a}-\gamma+\frac14\right],
\end{equation}
with $\gamma$ Euler's constant. As $h\to0$ the true resistance grows as a logarithm, whereas the rule at any fixed angle grows as $1/h$. The fitted angle must therefore go to 90 degrees.

For your source and $h=10^4$ W/(m$^2$\,K), the rule gives $2.12+1/(\pi\times10^4\times10^{-6})=2.12+31.83=33.95$ K/W, a rise of 340 K. The true mean rise is 56 K, six times less. The fitted angle is 76.5 degrees, so $b=0.5+0.5\tan76.5^\circ\simeq2.6$ mm. This lies near $L=2.7$ mm, but $b$ is not simply $L$: at $h=1000$ W/(m$^2$\,K) the fitted angle is 85.2 degrees, which puts $b$ between 6 and 7 mm, while $L=8.7$ mm. The logarithmic formula shows the trend, though only roughly here, since your $t=a$ lies outside its range $t\ll a$: at $h=1000$ W/(m$^2$\,K) it gives 6.8 K/W against 7.9 K/W from the full integral. For weak cooling the film term $1/(\pi hb^2)$ dominates the rule, and setting it equal to that formula gives
\begin{equation}
b\simeq L\sqrt{\frac{2}{\ln(2L/a)-\gamma+\frac14}} .
\end{equation}
This gives 2.7 and 6.8 mm at $h=10^4$ and 1000 W/(m$^2$\,K), against fitted values of 2.6 and 6.5 mm. The fitted base radius is thus of the order of $L$, but the ratio $b/L$ falls slowly as the cooling weakens.

\textbf{Q.} Then at least a bigger source on a given layer always shifts the angle the same way?

\textbf{A.} No. Keep $t=0.5$ mm and change the radius:
\begin{center}
\begin{tabular}{lccc}
$a$ (mm) & 0.05 & 0.5 & 5\\
isothermal base, $\theta$ (deg) & 48.4 & 39.8 & 29.8\\
film, $h=10^4$ W/(m$^2$\,K), $\theta$ (deg) & 67.1 & 76.5 & 75.5
\end{tabular}
\end{center}
Over the isothermal base the angle falls. Over the film it first rises and then falls again. For $a\gg L$, $2I_1K_1\to L/a$ in (\ref{fin}) gives $b\simeq a+L/2$, so $\tan\theta\to L/2t$ and the angle settles near 70 degrees.

\section{Is the cone where the heat goes?}

\textbf{Q.} Once I have the fitted angle, does the heat at least stay inside that cone?

\textbf{A.} We can count it. For an isothermal base $A_0=F\tanh\lambda t/(k_1\lambda)$, and the transform of the flux at the base is
\begin{equation}
-k_1A'(t)=F\left(\cosh\lambda t-\frac{\sinh^2\lambda t}{\cosh\lambda t}\right)
=\frac{F}{\cosh\lambda t}.
\end{equation}
Integrating over a disc of radius $\rho$, with $\int_0^\rho rJ_0(\lambda r)\,dr=\rho J_1(\lambda\rho)/\lambda$, and dividing by $P=\pi a^2q$, gives the fraction
\begin{equation}
f(\rho)=\frac{2\rho}{a}\int_0^\infty
\frac{J_1(\lambda a)J_1(\lambda\rho)}{\lambda\cosh\lambda t}\,d\lambda .
\end{equation}
For $t=a$, 82\% of the heat reaches the base inside the 45 degree cone and 77\% inside the fitted one. Neither cone is a boundary of the flow. The cone formula spreads the flux evenly over each slice and ignores its radial part; the fitted angle absorbs both errors in one number.

\textbf{Q.} What should I use instead, and how far can I trust it?

\textbf{A.} Use (\ref{R}) with the $Z_b$ that describes your base. A finite-volume solution of the heat equation, made without any transform, reproduces the mean rise within 0.1\% for the isothermal base, the film at $h=10^4$ W/(m$^2$\,K), and half-spaces with $k_2/k_1=0.1$ and 10. The numerical output lists these values.

The main limit is the infinite width. With weak cooling the layer must extend several $L$ beyond the source, and $L$ is already 8.7 mm at $h=1000$ W/(m$^2$\,K). On a smaller chip with insulated edges the heat cannot use that area, and the true rise is higher than (\ref{R}) gives. Anisotropic layers and conductivity that varies with temperature also lie outside this model. A uniform contact resistance at the base, given as a temperature drop per unit flux $r_{\rm i}$ in m$^2$\,K/W, is included by adding $r_{\rm i}$ to $Z_b$. For several sources on the same wide layer, add their temperature fields, since the equations are linear. Where chip edges matter, solve the heat equation for the actual geometry.

\section*{Numbers as computed}
\begin{verbatim}
source radius a = 0.50 mm, thickness t = 0.50 mm
layer conductivity k1 = 150 W/(m K), power = 10 W
thin limit: tan = 0.5428, angle = 28.5 deg
thick limit: tan = 1.1781, angle = 49.7 deg
mean-temperature angle is 45 deg at t/a = 2.48
isothermal base: t/a, angle from mean, angle from centre (deg)
    0.1   29.8    0.0
    0.3   32.5    2.6
    1.0   39.8   25.4
    3.0   45.8   38.5
   10.0   48.4   43.1
  100.0   49.6   44.8
half-space below, t = a: k2/k1, angle (deg)
    0.01   88.1
    0.10   78.1
    1.00   49.7
   10.00   40.4
  100.00   39.9
film below, t = a: h (W/(m2 K)), L (mm), angle (deg)
      1000    8.66   85.2
     10000    2.74   76.5
    100000    0.87   57.4
   1000000    0.27   42.4
fin check, a = 5 mm, h = 1000: fin 2.219, full 2.236 K/W
t = 0.5 mm: a (mm), isothermal angle, film h = 10000 angle (deg)
   0.05   48.4   67.1
   0.50   39.8   76.5
   5.00   29.8   75.5
mean rise (K): transform, finite volume, 45 deg rule
  isothermal     23.14   23.16   21.22
  k2 = 10 k1     24.86   24.88   23.02
  k2 = 0.1 k1    70.22   70.24  201.35
  h = 10000      55.85   55.87  339.53
isothermal base, centre rise = 28.79 K
heat inside 45 deg cone, t = a: 81.9 %
same from finite volume: 81.9 %
heat inside fitted cone, t = a: 77.4 %
\end{verbatim}
